# Tilt and Lateral Coherence Length from Lorentzian Symmetric Rocking Curves

**Q:** A mosaic film gives a broad rocking curve. Its crystalline columns may be tilted against one another, or they may be so narrow that each diffracts into a wide angle. One width cannot tell me which. Why should several widths do better?

**A:** Because the two causes depend differently on the order of reflection. To see how, turn the rocking angle into a scattering vector.

Let $x$ lie in the film surface and in the scattering plane, and let $z$ be the surface normal. With $k=2\pi/\lambda$, a ray entering at angle $\alpha_i$ to the surface and leaving at $\alpha_f$ has

$$q_x=k(\cos\alpha_f-\cos\alpha_i),\qquad q_z=k(\sin\alpha_f+\sin\alpha_i).$$

In a symmetric reflection the diffracting planes are parallel to the surface. Hold the detector at $2\theta$, with a narrow acceptance, and rock the sample by $u$ from the peak. Then $\alpha_i=\theta+u$ and $\alpha_f=\theta-u$, so

$$q_x=k[\cos(\theta-u)-\cos(\theta+u)]=2k\sin\theta\sin u=Q\sin u,$$

$$q_z=k[\sin(\theta-u)+\sin(\theta+u)]=2k\sin\theta\cos u=Q\cos u,$$

with $Q=4\pi\sin\theta/\lambda$. For small $u$, in radians, $q_x\simeq Qu$, while $q_z$ changes only in second order, by $-Qu^2/2$. The scan therefore runs sideways through the reflection. A given width in $q_x$ becomes an angle that shrinks as $1/Q$. A tilt is already an angle and is the same in every order.

**Q:** What width in $q_x$ does a narrow column have? "About one over its size" will not fix an intercept.

**A:** Take domains with vertical side walls, scattering kinematically and incoherently with one another. Let the instrument accept all $q_y$, the direction normal to the scattering plane. By Parseval's theorem, integrating the intensity over $q_y$ turns it into a sum over positions $y$, so each thin line through a domain along $x$ contributes its own intensity. Call the length of such a line $\ell$. Near $q_x=0$ the atoms along it may be smeared into a uniform density, and its amplitude is

$$\int_{-\ell/2}^{\ell/2}e^{-iq_xx}\,dx=\frac{2\sin(q_x\ell/2)}{q_x}.$$

If $p(\ell)$ is the normalised number distribution of lengths, the intensity is

$$S(q_x)=\int_0^\infty p(\ell)\,\frac{4\sin^2(q_x\ell/2)}{q_x^2}\,d\ell .$$

At the peak each line gives $\ell^2$, so $S(0)=\langle\ell^2\rangle$. For the area, Parseval's theorem gives $2\pi$ times the integral of the squared density, which is $2\pi\ell$ per line. The integral breadth, meaning area divided by peak height, is therefore

$$B_q=\frac{2\pi\langle\ell\rangle}{\langle\ell^2\rangle}=\frac{2\pi}{L},\qquad L=\frac{\langle\ell^2\rangle}{\langle\ell\rangle}.$$

This $L$ is the mean length when each line is weighted by its own length. I shall call it the lateral coherence length. The relation holds for any $p(\ell)$ with finite moments.

**Q:** You have not yet used a Lorentzian. Is that shape a fitting convenience, or does it say something about the film?

**A:** In this model it corresponds to a definite distribution. Suppose that, moving along $x$, the chance of meeting a boundary is the same in every small step. Then $p(\ell)=e^{-\ell/\xi}/\xi$, with mean $\xi$. Using $4\sin^2(q_x\ell/2)=2(1-\cos q_x\ell)$ and

$$\int_0^\infty\frac{e^{-\ell/\xi}}{\xi}\cos(q_x\ell)\,d\ell=\mathrm{Re}\,\frac{1}{1-iq_x\xi}=\frac{1}{1+q_x^2\xi^2},$$

we find

$$S(q_x)=\frac{2}{q_x^2}\left(1-\frac{1}{1+q_x^2\xi^2}\right)=\frac{2\xi^2}{1+q_x^2\xi^2}.$$

This is a Lorentzian. It falls to half at $q_x=\pm1/\xi$, so its full width at half maximum (FWHM) is $F_q=2/\xi$. Since $\langle\ell\rangle=\xi$ and $\langle\ell^2\rangle=2\xi^2$, we have $L=2\xi$. Hence

$$F_q=\frac4L,\qquad B_q=\frac{2\pi}{L}=\frac{\pi}{2}F_q .$$

**Q:** Now add the tilts. Why should widths add, and not their squares?

**A:** Let the tilt $\tau$ in the scattering plane be independent of column length, with normalised distribution $P(\tau)$. A column tilted by $\tau$ has its peak at $u=\tau$, so the measured curve is a convolution:

$$I(u)=\int P(\tau)\,S[Q(u-\tau)]\,d\tau .$$

Assume that $P$ is also Lorentzian. A normalised Lorentzian of FWHM $F$ has the Fourier transform $e^{-F|s|/2}$, as the inverse transform shows:

$$\frac1{2\pi}\int_{-\infty}^{\infty}e^{-F|s|/2}e^{isu}ds=\frac1{2\pi}\left[\frac1{F/2-iu}+\frac1{F/2+iu}\right]=\frac{F/(2\pi)}{u^2+F^2/4}.$$

Convolution multiplies transforms, and $e^{-F_1|s|/2}e^{-F_2|s|/2}=e^{-(F_1+F_2)|s|/2}$. The result is again Lorentzian, with FWHM $F_1+F_2$. The peak height of the normalised curve is $2/(\pi F)$, so its integral breadth is $\pi F/2$, and integral breadths add as well.

**Q:** Then write down the line, and say which width belongs on it.

**A:** The size part of the integral breadth, in angle, is

$$\frac{B_q}{Q}=\frac{2\pi}{L}\,\frac{\lambda}{4\pi\sin\theta}=\frac{\lambda}{2L\sin\theta}.$$

Adding the tilt breadth $B_t$ and multiplying by $\sin\theta/\lambda$ gives

$$\boxed{B\,\frac{\sin\theta}{\lambda}=B_t\,\frac{\sin\theta}{\lambda}+\frac1{2L}}$$

With FWHM instead, the size part is $F_q/Q=\lambda/(\pi L\sin\theta)$, and

$$F\,\frac{\sin\theta}{\lambda}=F_t\,\frac{\sin\theta}{\lambda}+\frac1{\pi L}.$$

The slope is the tilt width of the same kind as the widths plotted. The intercept is $1/(2L)$ for integral breadths. If FWHM is plotted and the intercept is still read as $1/(2L)$, the length obtained is $\pi/2$ times the length-weighted mean.

Two limits are plain. Without tilt the line is horizontal. With very wide columns it passes through the origin.

**Q:** Show me numbers, for a film where neither limit applies.

**A:** Take a multilayer MoS2 film with its layers parallel to the substrate. The layered structure supplies a series of symmetric reflections, although the second order is weak in MoS2 and its width is harder to measure. For layer spacing $d$, Bragg's law $2d\sin\theta=n\lambda$ gives $\sin\theta/\lambda=n/(2d)$, so the abscissa does not depend on the wavelength.

I choose $d=0.615$ nm, $\lambda=0.154$ nm, thickness 40 nm, $\xi=20$ nm and $F_t=0.300^\circ$. Thus $L=40$ nm and $F_q=2/20=0.100$ nm$^{-1}$.

The curves were computed numerically. The profile $S$ was integrated over the column lengths, the exact angles were used, and the finite thickness was included as the profile of a uniform film in $q_z$. The result was convolved with the tilt distribution, and the half-height points were found by root finding.

| $n$ | $\sin\theta/\lambda$ (nm$^{-1}$) | size FWHM (°) | total FWHM (°) | ordinate (nm$^{-1}$) |
|---|---|---|---|---|
| 1 | 0.813 | 0.561 | 0.861 | 0.01221 |
| 2 | 1.626 | 0.280 | 0.580 | 0.01647 |
| 3 | 2.439 | 0.187 | 0.487 | 0.02073 |
| 4 | 3.252 | 0.140 | 0.440 | 0.02498 |

For $n=1$, $0.861^\circ$ is 0.0150 rad, and $0.0150\times0.813=0.0122$ nm$^{-1}$. From the end points the slope is

$$\frac{0.02498-0.01221}{3.252-0.813}=0.00524\ \text{rad}=0.300^\circ .$$

A least-squares line through all four points has the same slope and the intercept 0.00796 nm$^{-1}$. Therefore

$$L=\frac1{\pi\times0.00796\ \text{nm}^{-1}}=40.0\ \text{nm}.$$

Reading the same intercept as $1/(2L)$ would give 62.8 nm. For integral breadths with the area taken over all $q_x$ at fixed $q_z$, the line has slope $0.471^\circ$, which is $\pi/2$ times $0.300^\circ$, and intercept 0.01250 nm$^{-1}$. Now $1/(2\times0.01250)=40.0$ nm is the right reading. A real scan cannot collect this whole area. It ends at $u=\pm\theta$, which is $7.2^\circ$ for the first order, and the drift $-Qu^2/2$ in $q_z$ carries the far tails off the film's thickness profile. With both limits the intercept is 0.01165 nm$^{-1}$, which reads as about 43 nm.

The two contributions are equal where $F_t\sin\theta/\lambda=1/(\pi L)$, at $0.00796/0.00524=1.52$ nm$^{-1}$. This lies just below the second order, where the table has $0.280^\circ$ from size against $0.300^\circ$ from tilt.

**Q:** You put Lorentzians in and got Lorentzian widths out. What if the profiles are Gaussian?

**A:** Then the linear plot is wrong. A Gaussian $\exp(-4\ln2\,u^2/F^2)$ has a transform proportional to $\exp[-F^2s^2/(16\ln2)]$. Multiplying two such transforms adds the squares of the widths, and with $F_q/Q=\lambda F_q/(4\pi\sin\theta)$ one obtains

$$\left(F\frac{\sin\theta}{\lambda}\right)^2=F_t^2\left(\frac{\sin\theta}{\lambda}\right)^2+\left(\frac{F_q}{4\pi}\right)^2 .$$

Squared coordinates give the straight line. On the unsquared plot the points lie on a convex curve whose slope is everywhere below $F_t$. A least-squares line cuts this curve twice within the data and runs below it at the origin. Both the tilt and the intercept then come out too small.

With the component FWHMs of the example kept fixed but made Gaussian, the linear plot gives a tilt of $0.230^\circ$ instead of $0.300^\circ$. Its intercept, read as $1/(\pi L)$, gives 58 nm. That corresponds to 0.0055 nm$^{-1}$, where the true size term is 0.0080 nm$^{-1}$. The shape of the curves should therefore be examined before the plot is chosen. Mixed shapes suit neither plot. With Gaussian tilt and Lorentzian size broadening of the same FWHMs, the linear plot gives $0.277^\circ$ and an intercept 27% too low, and the squared plot gives $0.350^\circ$ and a size term 12% too high.

**Q:** Integral breadth gave $L$ for any length distribution. Why not use it and forget the shape?

**A:** That relation concerns the size profile alone. The addition of breadths still needs Lorentzians. The shape also matters when FWHM is converted to $L$. Take $p(\ell)\propto\ell^2e^{-\ell/s}$ with $s=10$ nm. Then $\langle\ell\rangle=3s=30$ nm and $\langle\ell^2\rangle=12s^2=1200$ nm$^2$, so $L$ is again 40 nm. Numerically, the ratio of integral breadth to FWHM is now 1.360 instead of $\pi/2=1.571$. For this size profile alone, the Lorentzian rule $L=4/F_q$ gives $40\times1.360/1.571\simeq35$ nm.

Integral breadth also has a practical weakness, because a Lorentzian has long tails. Within $\pm W$ of the peak lies the fraction $(2/\pi)\arctan(2W/F)$ of the area. For $W=3^\circ$ the first order loses about 9% and the fourth about 5%. The loss is larger where size broadening is larger, so it falls mainly on the intercept. Summing the example's curves over $\pm3^\circ$, with the background known to be zero, gives $L=46$ nm instead of 40 nm, while the tilt breadth changes only from $0.471^\circ$ to $0.467^\circ$. If the curve is Lorentzian, it is safer to fit its FWHM and use $1/(\pi L)$.

**Q:** You insisted on a narrow detector. What happens if I open it?

**A:** The film's finite thickness enters. Let the exit angle be $\alpha_f=\theta-u+\varepsilon$. To first order,

$$q_x\simeq k\sin\theta\,(2u-\varepsilon),\qquad q_z-Q\simeq k\cos\theta\,\varepsilon .$$

Write $\kappa=q_z-Q$ and eliminate $\varepsilon=\kappa/(k\cos\theta)$:

$$q_x=Qu-\kappa\tan\theta .$$

An open detector sums over $\kappa$, so the $q_z$ profile, stretched by $\tan\theta$, is convolved with $S$. If that profile were Lorentzian with FWHM $w_z$, the untilted width would become

$$F=\frac{F_q+w_z\tan\theta}{Q}.$$

The extra angle is $w_z\tan\theta/Q=w_z\lambda/(4\pi\cos\theta)$. It varies slowly with order at small $\theta$, and so resembles tilt.

A uniform film has a different $q_z$ profile, so I computed its curves directly. With all other settings fixed, the open detector changes the fitted tilt FWHM from $0.300^\circ$ to $0.350^\circ$ and $L$ from 40.0 to 41.2 nm. The tilt is thus overestimated by 17%.

**Q:** And the beam itself? It has divergence, and my wafer is not flat.

**A:** Setting $q_x=0$ in the expression above gives $u=\varepsilon/2$: an error in the exit angle moves the peak by half as much. An error $\varphi$ in the incident angle gives $q_x\simeq k\sin\theta(2u+\varphi)$ and a shift of $-\varphi/2$. The accompanying change in $q_z$ leaves these shifts as they are and alters only how strongly the ray counts. If divergence and acceptance are independent Lorentzians of FWHM $0.02^\circ$ each, and the film's $q_z$ profile is broad enough to pass their tails as well, they add $0.02^\circ$ to every curve and raise only the slope. In the example the 40 nm film cuts those tails. The curves then widen by less than $0.006^\circ$, and subtracting the full $0.02^\circ$ would overcorrect.

Curvature acts mainly on the intercept. A beam of height $s$ covers a length $s/\sin\theta$, over which a wafer of radius $R$ turns by $s/(R\sin\theta)$. If this spread added linearly, as a Lorentzian one would, it would contribute

$$\frac{s}{R\sin\theta}\,\frac{\sin\theta}{\lambda}=\frac{s}{R\lambda}$$

to the ordinate. This upper estimate is a constant, and it imitates a small column size. For $s=0.1$ mm and $R=20$ m it is $3.2\times10^{-5}$ nm$^{-1}$, or 0.4% of the example's intercept. For $L=1$ µm the intercept would be $1/(\pi L)=3.2\times10^{-4}$ nm$^{-1}$, and the same curvature would amount to 10% of it. An evenly lit strip does less, because its angles fill a box of some width $w$, which turns a Lorentzian FWHM $F$ into $\sqrt{F^2+w^2}$. Without tilt, the 10% then falls to 0.5%.

The lit area also changes during the scan, as $1/\sin\alpha_i$ while the beam stays on the film. Included in the example, this moves $L$ from 40.0 to 39.7 nm and the tilt from $0.300^\circ$ to $0.299^\circ$.

**Q:** How well must I measure the widths?

**A:** The intercept is an extrapolation, so it suffers more than the widths do. Independent random errors of 2% of each FWHM, carried through the unweighted four-point fit, give a standard error of $0.012^\circ$ in the tilt, or 4%, and 4.9% in $L$. The systematic shifts above can be larger.

**Q:** May I then report $L$ as the grain size of a real MoS2 film?

**A:** Only with care. The inputs here are rough choices for a fine-grained vapour-grown film about 65 layers thick, not measured results. A film with wider grains would have a smaller intercept, and one of only a few layers would have a much broader $q_z$ profile.

The assumption to question first is that neighbouring columns scatter incoherently. A vertical offset $\Delta z$ between two columns gives the phase difference $Q\Delta z=2\pi n\,\Delta z/d$, because $Q=2\pi n/d$. If the offset is a whole number of layer spacings, this phase is a multiple of $2\pi$. Two untilted grains that differ by a rotation about the normal can then scatter in phase in the symmetric reflections, and $L$ spans both. The model also gives each column a single tilt, whereas dislocations can bend the lattice within a grain.

For the example's numbers, the largest shifts found come from the line shape: Gaussian profiles lower the fitted tilt by 23% and the intercept by 31%. What the plot yields is a coherence length in the surface direction lying in the scattering plane. To call it a grain size requires separate evidence that the grain boundaries are what ends the coherence.
